How deep elastic tunnelling reaches into an oxide in one second

**Problem.** A gate dielectric contains traps at all depths x below its interface with a semiconductor channel. A carrier tunnels between channel and trap without change of energy. Its amplitude in the dielectric decays by the factor exp(−κx), with κ = 0.64 Å⁻¹, and the attempt time is τ0 = 10⁻¹³ s.

(a) How does the exchange time of a trap depend on its depth?
(b) How deep are the traps reached within one second, and how sharp is the boundary?
(c) Is the attempt time reasonable, and what moves the answer in a real gate stack?

**Setting**

The channel fills z < 0 and the dielectric z > 0. The barrier height φ is measured from the carrier energy, which is also the trap energy. With one effective mass m on both sides, the wave under the barrier obeys ψ″ = κ²ψ, where

κ = √(2mφ)/ħ, or φ = ħ²κ²/(2m).

For m equal to 0.5 electron masses, the given κ means φ = 3.12 eV. The gate is taken to be far away, and the lattice does not respond to the trapped charge. A trap counts as reached when its exchange time is no longer than the elapsed time.

**(a) Exchange time**

A model trap of zero range, in one dimension, shows where the exponent comes from. Its bound state is

ψ(z) = √κ exp(−κ|z − x|),

which is normalized, since 2κ∫₀^∞ exp(−2κs) ds = 1. Near the interface this state is a exp(κz), with a = √κ exp(−κx). The interface adds a reflected part b exp(−κz), and the channel carries an outgoing wave c exp(−ikz), which moves to the left. Continuity of ψ and ψ′ at z = 0 gives

a + b = c,
κ(a − b) = −ikc.

Multiply the first equation by κ and add the second. The terms in b cancel:

2κa = (κ − ik)c, so |c|² = 4κ²a²/(κ² + k²).

The escape rate Γ is the outgoing flux (ħk/m)|c|². With a² = κ exp(−2κx),

Γ = (ħκ²/m) · [4kκ/(k² + κ²)] · exp(−2κx).

This is the leading order in exp(−2κx), because the action of the reflected wave back on the trap has been dropped. The amplitude brings exp(−κx), and the flux, being quadratic in it, brings exp(−2κx). The factor in front does not depend on x, so it defines an attempt rate 1/τ0.

The exponent was tested by following the decay of such a trap in time, with k = κ and depths of 3.875, 4.625 and 5.375 Å, where the decay is quick. The fitted slope of −ln Γ against depth is 1.287 Å⁻¹, within one per cent of 2κ = 1.28 Å⁻¹. At the full depth found in (b), the complex energy of the decaying state gives a rate whose ratio to the formula is 1.000000.

The trap must also be able to fill. Let n be its occupation and f the occupation of channel states at the trap energy, taken as constant over the width of the level. Filling needs an occupied channel state and an empty trap; emptying needs the reverse. Without spin,

dn/dt = Γf(1 − n) − Γ(1 − f)n = Γ(f − n),

since the two terms in fn cancel. The solution is

n(t) = f + [n(0) − f] exp(−Γt).

Filling and emptying therefore share one time constant, whatever f is:

τ(x) = 1/Γ = τ0 exp(2κx).

If the trap accepts one electron of either spin but not two, filling proceeds at 2Γf(1 − n), and the total relaxation rate is 2Γf + Γ(1 − f) = Γ(1 + f). This is at most twice Γ.

The role of f was tested on an initially empty trap at 4.625 Å. With the channel filled up to 1.5 times the trap energy, counted from the band bottom, the occupation after one lifetime is 0.626, close to 1 − 1/e ≈ 0.632. With the channel filled to only half the trap energy, it is 0.003. Elastic filling thus needs filled channel states at the energy of the trap itself, just as elastic emptying needs empty ones there. A trap level facing the band gap of the channel has no partner states and is not reached in this model at any depth.

**(b) Depth and sharpness**

Set τ(x) = t and take the logarithm:

2κx = ln(t/τ0),

x(t) = ln(t/τ0)/(2κ).

For t = 1 s,

ln(1/10⁻¹³) = 13 ln 10 = 29.93,

x = 29.93/(1.28 Å⁻¹) = 23.4 Å = 2.34 nm.

Elastic tunnelling therefore reaches traps about 2.3 nm deep within one second. Had κ been used in place of 2κ, the result would have been 4.68 nm.

Each factor of ten in time moves the front by ln 10/(2κ) = 0.18 nm. A factor of ten in τ0 moves it by the same distance the other way, and the factor of two from spin moves it by less than a third of that. The table holds κ fixed.

| Time t (s) | τ0 (s) | Depth (nm) |
|---|---|---|
| 10⁻⁶ | 10⁻¹³ | 1.26 |
| 10⁻³ | 10⁻¹³ | 1.80 |
| 1 | 10⁻¹³ | 2.34 |
| 10³ | 10⁻¹³ | 2.88 |
| 1 | 10⁻¹⁴ | 2.52 |
| 1 | 10⁻¹² | 2.16 |
| 1 | 10⁻¹⁰ | 1.80 |

The second and last rows agree because the depth depends on t and τ0 through their ratio. The formula has meaning for t > τ0; at t = τ0 the front is at the interface.

The boundary has a finite width. For initially empty traps facing filled states (f = 1), the occupation at depth x is

n = 1 − exp(−u), with u = (t/τ0) exp(−2κx).

It equals 0.9 at u = ln 10 and 0.1 at u = ln(10/9). Since x = [ln(t/τ0) − ln u]/(2κ), the distance between these two depths is

w = ln[ln 10/ln(10/9)]/(2κ) = 0.24 nm.

The time has dropped out: the front moves inwards without changing shape, as long as it is well away from the interface. It is narrow compared with 2.34 nm, but not on the scale of atomic spacings.

The trapped charge follows from the integral of n over depth. If the traps have uniform density N per volume, the number filled per area is NL, where L = ∫₀^∞ n dx. From dx = −du/(2κu) and T = t/τ0,

2κL = ∫₀^T (1 − e⁻ᵘ)/u du.

Split the integral at u = 1, and write E1(T) = ∫_T^∞ e⁻ᵘ/u du:

2κL = ln T + E1(T) + C,

C = ∫₀¹ (1 − e⁻ᵘ)/u du − ∫₁^∞ e⁻ᵘ/u du.

Integrating both parts of C by parts, with ln u as the integral of 1/u, leaves no boundary terms and gives

C = −∫₀^∞ e⁻ᵘ ln u du = γ ≈ 0.577,

which is Euler's constant. For T = 10¹³ the term E1(T) is negligible, so

L = [ln(t/τ0) + γ]/(2κ) = 2.38 nm.

A sharp front at 2.34 nm thus counts the filled traps to within about two per cent. The number filled grows by the same amount in every decade of time, the logarithmic drift characteristic of a tunnelling front in a uniform trap density.

Recovery is a second case of the same integral. Suppose that filling lasts for a time s, after which the facing states are emptied for a time r, with κ, τ0 and the alignment in energy unchanged. The remaining occupation is

[1 − exp(−Γs)] exp(−Γr) = [1 − exp(−Γ(s + r))] − [1 − exp(−Γr)].

Each bracket on the right is a filling profile, so the integral over depth is L(s + r) − L(r). For r much longer than τ0 the constants cancel:

remaining filled length = ln(1 + s/r)/(2κ).

For r ≪ s the loss is logarithmic in r; for r ≫ s the remainder falls as s/(2κr). The shallow traps empty first, and the deep ones keep a record of the long filling time.

**(c) The attempt time**

In the one-dimensional model with k = κ, the factor in front of the exponential is 2ħκ²/m, and its inverse is 5.3 × 10⁻¹⁷ s. This is far shorter than the given 10⁻¹³ s. However, a real trap is small in all three directions, and the carriers in a channel have low energy.

For a point trap in three dimensions the bound state is √(κ/2π) exp(−κr)/r, with r now the distance from the trap. Resolve it into plane waves along the interface with wave number q. The function G = exp(−κr)/r obeys (∇² − κ²)G = −4πδ(**r**). For each q this becomes

(d²/dz² − p²)G_q = −4πδ(z − x), with p = √(κ² + q²).

The decaying solution A exp(−p|z − x|) has a slope jump of −2pA at the trap, so A = 2π/p. The amplitude arriving at the interface is therefore

a_q = √(κ/2π) · (2π/p) · exp(−px).

Each q now repeats the one-dimensional matching, with κ replaced by p and k by k_q = √(k² − q²). An outgoing wave exists for q < k, and p² + k_q² = κ² + k². Summing the flux,

Γ = ∫ d²q/(2π)² · (ħk_q/m) · [4p²/(κ² + k²)] · a_q².

Insert a_q² = (2πκ/p²) exp(−2px) and d²q = 2πq dq. The factors p² and 2π cancel:

Γ = (ħ/m) · [4κ/(κ² + k²)] · ∫₀ᵏ q √(k² − q²) exp(−2px) dq.

Because p ≥ κ, the integral is at most exp(−2κx) ∫₀ᵏ q √(k² − q²) dq = exp(−2κx) k³/3. Slow carriers thus couple weakly to the trap.

The effective attempt time exp(−2κx)/Γ, taken at 2.34 nm with κ held fixed, is 4.4 × 10⁻¹⁴ s for carriers 0.05 eV above the band edge and 1.7 × 10⁻¹⁴ s at 0.10 eV. Solving Γt = 1 with this rate gives depths of 2.40 and 2.48 nm. The given 10⁻¹³ s is thus within a factor of ten of the point-trap value, and the depth differs by 0.14 nm at most in these two cases.

**(c) What moves the depth**

*Field.* Let a force F pull the carrier into the dielectric, so that the barrier falls as φ − Fz. To leading (semiclassical) order, 2κx is replaced by

S = (2√(2m)/ħ) ∫₀ˣ √(φ − Fz) dz = [4√(2m)/(3ħF)] · [φ^(3/2) − (φ − Fx)^(3/2)].

This holds for Fx < φ. Setting S = 29.93 at 5 MV/cm, with φ = 3.12 eV at the interface and τ0 unchanged, gives x = 2.64 nm. The potential energy falls by 5 MV/cm × 2.64 nm = 1.32 eV on the way. The trap reached must lie at the carrier energy in this tilted barrier, so its level lies higher relative to the local band edge than it would without the field. Keeping the change of the prefactor with the local barrier lowers 2.64 nm to about 2.59 nm in one dimension. Either figure is the depth at which exchange with the channel takes one second, not a depth that fills. The barrier vanishes at z = φ/F = 6.24 nm, so the trap can also tunnel onward into the conduction band of the dielectric, with exponent [4√(2m)/(3ħF)] · (φ − Fx)^(3/2) = 23.3 at 2.64 nm; a gate closer than 6.24 nm gives a still smaller exponent. This is well below 29.93, so such a trap empties hundreds of times faster than it fills and passes a current instead of storing charge. The two exponents are equal where (φ − Fx)^(3/2) = φ^(3/2)/2, that is at x = (φ/F)(1 − 2^(−2/3)) = 2.31 nm, and in this field the filling front stalls near that depth in a thick film and at a smaller depth in a thin one. A force of the opposite sign raises the barrier and makes the depth smaller, 2.16 nm at 5 MV/cm.

*Carrier energy.* Lowering the barrier by 0.10 eV through κ alone, at fixed τ0 and without field, gives 2.38 nm.

*Lattice relaxation.* In many oxide traps the surrounding atoms move when the charge changes, and the exchange is then no longer elastic. As a sizing assumption, not a derived rate, multiply Γ by exp(−E_B/k_BT). Then

2κx = ln(t/τ0) − E_B/(k_BT).

For an assumed E_B = 0.50 eV the depth is 0.83 nm at 300 K and 1.21 nm at 400 K. This is the largest reduction among the effects considered here. It also brings a dependence on temperature that the purely elastic formula lacks at fixed κ and τ0.

*Two layers.* A high-k stack usually has a thin oxide interlayer. Let its thickness be d = 1.0 nm with the original κ, and let the film above it have a barrier of 1.5 eV and a mass of 0.2 electron masses, so that κ₂ = 0.281 Å⁻¹. The exponents of the layers add:

2κd + 2κ₂(x − d) = ln(t/τ0),

x = d + [ln(t/τ0) − 2κd]/(2κ₂).

With lengths in ångströms,

x = 10 + (29.93 − 12.8)/0.562 ≈ 40.5 Å, or 4.05 nm.

Reflection between the layers changes this little. Continuity of ψ and of ψ′/m at z = d turns exp(κz) in the interlayer into

ψ = exp(κd) [cosh κ₂y + σ sinh κ₂y], y = x − d, σ = κm₂/(κ₂m),

where m₂ is the mass in the film. This ψ equals 1 at the channel interface, so ψ² at the trap takes the place of exp(2κx) in the exchange time, with τ0 kept fixed. Setting ln ψ² = ln(t/τ0) gives 4.07 nm. Keeping τ0 fixed is itself an assumption: a zero-range trap in the film has amplitude √κ₂ instead of √κ, which multiplies the one-dimensional rate by κ₂/κ and lowers the depth to 3.92 nm. The stack depth is thus about 4 nm, to within one or two tenths.

*The gate.* In a uniform film of thickness D, a trap at depth x also exchanges carriers with the gate, with exponent 2κ(D − x) if κ and τ0 are the same on that side. Without field, the channel is the faster partner when D > 2x, which at the one-second front means a film thicker than about 4.7 nm. In the two-layer stack the condition for a trap in the film is 2κ₂(D − x) > 2κd + 2κ₂(x − d), which at x = 4.05 nm requires a total thickness above about 9.4 nm. With equal τ0 on both sides, the gate is the faster partner beyond 1.36 nm in a 4 nm stack.

**Beside real gate stacks**

The barrier of 3.12 eV and the mass of 0.5 are rough typical values for electrons entering silicon dioxide from silicon. The model uses the same mass in the channel, whereas in silicon the mass depends on direction (about 0.19 or 0.92 electron masses) and the gate field confines the carriers. The attempt times computed in (c) are therefore estimates of size, not values for a particular transistor. The high-k values are rough figures in the regime of hafnium dioxide, and 5 MV/cm is about half the rough breakdown field of silicon dioxide. The 2.34 nm therefore describes elastic exchange through a uniform, fairly thick oxide. Modern high-k stacks break the assumption of uniformity: the same second then corresponds to about 4 nm, which can exceed the whole stack, and in a stack a few nanometres thick most traps in the high-k film exchange faster with the gate than with the channel. Traps with strong lattice relaxation break the assumption of elasticity, and the assumed 0.50 eV brings the uniform-oxide depth below 1 nm at 300 K. The logarithm makes the estimate tolerant of a poorly known attempt time, but not of a much lower barrier combined with a lighter mass, as in the high-k film, or of an activated process. The numerical output lists the main values used here.

Calculated quantities

```
amplitude decay constant: 0.64 1/angstrom
rate decay constant: 1.28 1/angstrom
attempt time: 1e-13 s
observation time: 1 s
ln(time/attempt time): 29.93
depth reached: 23.4 angstrom = 2.34 nm
depth if 2 kappa were mistaken for kappa: 4.68 nm
advance per decade of time: 0.18 nm
depth at 1e-06 s: 1.26 nm
depth at 1e-03 s: 1.80 nm
depth at 1e+03 s: 2.88 nm
depth at 1 s, attempt time 1e-14 s: 2.52 nm
depth at 1 s, attempt time 1e-12 s: 2.16 nm
depth at 1 s, attempt time 1e-10 s: 1.80 nm
equivalent filled length: 2.38 nm
10-90 percent front width: 0.24 nm
fitted rate slope, time evolution: 1.287 1/angstrom
pole rate / formula at full depth: 1.000000
trap filling at one lifetime, Fermi level above: 0.626
trap filling at one lifetime, Fermi level below: 0.003
barrier mass: 0.5 electron masses
barrier height from kappa: 3.12 eV
attempt time, 1D trap with k = kappa: 5.3e-17 s
3D attempt time, carrier at 0.05 eV: 4.4e-14 s
3D depth at 1 s, carrier at 0.05 eV: 2.40 nm
3D attempt time, carrier at 0.10 eV: 1.7e-14 s
3D depth at 1 s, carrier at 0.10 eV: 2.48 nm
oxide field: 5.0 MV/cm
energy drop to the front in this field: 1.32 eV
depth with field: 2.64 nm
barrier reduction by carrier energy: 0.10 eV
depth with reduced barrier: 2.38 nm
assumed lattice relaxation barrier: 0.50 eV
depth with relaxation at 300 K: 0.83 nm
depth with relaxation at 400 K: 1.21 nm
interlayer thickness: 1.0 nm
high-k barrier: 1.5 eV
high-k mass: 0.2 electron masses
high-k amplitude decay constant: 0.281 1/angstrom
depth in stack, added exponents: 4.05 nm
depth in stack, matched wave: 4.07 nm
```
